# Why Diffusivity Shapes Transient but Not Steady Electromigration Stress in Blocked Lines

## Two lines that differ in speed

Take two interconnect lines, each 20 µm long, with both ends sealed against atoms. They carry the same current and differ in one respect: atoms diffuse ten times faster in the second. In each line the electron wind pushes atoms towards the anode, leaving tension at the cathode and building compression at the anode. The resulting stress gradient pushes atoms back. Motion stops when the two forces on an atom cancel, and a balance of forces contains no mobility. Both lines therefore end in the same state. On the way, equal forces move atoms ten times more slowly in the slow line, so it repeats the history of the fast one on a clock ten times slower. In the example below, the cathode stress is 23.8 MPa after 1 h in the fast line and after 10 h in the slow one, and both lines finish at 54.3 MPa.

Now join a slow segment, on the cathode side, to a fast one. No change of clock relates this line to a uniform one, because atoms at first leave the junction faster than they arrive and a new stress appears there. Yet the forces must still cancel at every point in the end, so the final profile is unchanged.

## The balance and its equation

Let $x=0$ be the cathode end and $x=L$ the anode end, and let $\sigma$ be the hydrostatic stress, positive in tension. $Z$ is the magnitude of the effective charge, $\rho$ the resistivity, $j$ the magnitude of the current density and $\Omega$ the atomic volume. The wind force on an atom is $eZ\rho j$ towards $+x$. Tension lowers an atom's chemical potential by $\Omega\sigma$, so stress adds a force $\Omega\,\partial\sigma/\partial x$. With $1/\Omega$ atoms per volume and mobility $D/kT$, the atomic flux is

$$J=\frac{D(x)}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+eZ\rho j\right)=\frac{D(x)}{kT}\left(\frac{\partial\sigma}{\partial x}+G\right),\qquad G=\frac{eZ\rho j}{\Omega}.$$

The diffusivity multiplies the whole bracket, for a microscopic reason. Let a vacancy exchange between sites $i$ and $i+1$, a distance $b$ apart, across a barrier that sets the rate $r_i$. The wind drives atoms forward and vacancies backward, so the two vacancy rates are $r_ie^{-f/2}$ and $r_ie^{f/2}$, with $f=eZ\rho jb/kT$. At balance,

$$c_i r_i e^{-f/2}=c_{i+1}r_ie^{f/2}\quad\Rightarrow\quad \frac{c_{i+1}}{c_i}=e^{-f}.$$

The barrier rate cancels. Vacancies in local equilibrium have $c\propto e^{\Omega\sigma/kT}$, so $\sigma_{i+1}-\sigma_i=-kTf/\Omega=-Gb$, whatever the barriers are.

A net loss of atoms raises the tension. With an effective modulus $B$ for the confined metal, $\partial\sigma/\partial t=B\Omega\,\partial J/\partial x$, hence

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa(x)\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}.$$

Take $T$, $\Omega$, $B$ and $G$ as uniform, $\kappa>0$ everywhere, $J=0$ at both ends, $\sigma=0$ at the start, and no voids or plastic flow. A uniform initial stress would simply add.

## The steady profile

In a steady state $J$ is the same at every $x$, and the blocked ends make it zero. Since $\kappa$ is nowhere zero, the bracket must vanish, so $\partial\sigma/\partial x=-G$. Integrating the stress equation over the line gives $\frac{d}{dt}\int_0^L\sigma\,dx=0$, so the mean stress stays zero. This fixes the constant:

$$\sigma_\infty(x)=G\left(\frac L2-x\right).$$

To see that the line reaches this state, define $\varphi=\sigma+Gx$. Then $\partial_t\varphi=(\kappa\varphi')'$, where a prime means $\partial/\partial x$, and $\kappa\varphi'=0$ at the ends. The mean of $\varphi$ stays at $\bar\varphi=GL/2$. Multiplying by $\varphi-\bar\varphi$ and integrating by parts gives

$$\frac{d}{dt}\int_0^L\frac{(\varphi-\bar\varphi)^2}{2}dx=-\int_0^L\kappa\varphi'^2dx\le-\frac{\pi^2\kappa_{\min}}{L^2}\int_0^L(\varphi-\bar\varphi)^2dx.$$

The last step uses the fact that a zero-mean function on the line varies no more slowly than the cosine of wavenumber $\pi/L$. The departure from the final profile therefore decays to zero if $\kappa$ has a positive minimum.

## The transient

At the start $\sigma=0$, and the stress equation reduces to $\partial_t\sigma=G\kappa'(x)$. A rise of diffusivity towards the anode is a source of tension; a fall is a source of compression. In a uniform line, stress starts at the ends only.

For an abrupt step, first consider a half-line of constant $\kappa$ whose stress falls away from its surface with a fixed surface slope of magnitude $s$. The slope itself obeys the diffusion equation, so at distance $y$ its magnitude is $s\,\mathrm{erfc}(y/2\sqrt{\kappa t})$. Integrating from far away, with $\int_0^\infty\mathrm{erfc}(u)\,du=1/\sqrt\pi$, gives the surface stress

$$\sigma_{\rm surface}=2s\sqrt{\kappa t/\pi}.$$

At the blocked cathode, zero flux requires $s=G$, so $\sigma(0,t)=2G\sqrt{\kappa t/\pi}$ until other parts of the line are felt.

At a step from $\kappa_1$ on the left to $\kappa_2$ on the right, let the slopes be $+s_1$ and $-s_2$. Equal stress on both sides requires $s_1\sqrt{\kappa_1}=s_2\sqrt{\kappa_2}\equiv c$. Equal flux requires

$$\kappa_1(G+s_1)=\kappa_2(G-s_2)\quad\Rightarrow\quad c(\sqrt{\kappa_1}+\sqrt{\kappa_2})=G(\kappa_2-\kappa_1).$$

Factoring the right side as a difference of squares gives $c=G(\sqrt{\kappa_2}-\sqrt{\kappa_1})$, and so

$$\sigma_{\rm step}=2G(\sqrt{\kappa_2}-\sqrt{\kappa_1})\sqrt{t/\pi}.$$

## What diffusivity decides: the schedule

Integrate the stress equation from $0$ to $x$, then over all time:

$$\int_0^\infty\kappa\varphi'\,dt=\int_0^x\sigma_\infty(y)\,dy=\frac{Gx(L-x)}2.$$

Since $J=\kappa\varphi'/(B\Omega)$, the total number of atoms that cross each section does not depend on $D(x)$. Diffusivity decides when they cross.

This gives a useful delay. The end-to-end difference $\Delta=\sigma(0,t)-\sigma(L,t)$ equals $GL-\int_0^L\varphi'dx$ and finishes at $GL$. Its mean delay is

$$\tau=\int_0^\infty\left(1-\frac{\Delta}{GL}\right)dt=\frac1{GL}\int_0^L\!\int_0^\infty\varphi'\,dt\,dx=\frac1{2L}\int_0^L\frac{x(L-x)}{\kappa(x)}dx.$$

For uniform $\kappa$ this is $L^2/12\kappa$. The weight $x(L-x)$ means that a short slow segment of given length and diffusivity adds most to $\tau$ at mid-line, where most atoms must pass. The time for one end alone to approach its final stress can be longest for a somewhat different position. The current density does not enter $\tau$ if heating and the effect of stress on $D$ are negligible.

## How high the stress can go on the way

The quantity $\psi=\kappa\varphi'$ obeys $\partial_t\psi=\kappa\psi''$, starts at $\kappa G>0$ and is zero at the ends. By the maximum principle it never becomes negative. Two facts follow: $\sigma'\ge-G$, and atoms never flow backward. The second means that the part of the line beyond $x$ only gains atoms, so $\int_x^L\sigma\,dy\le0$. The first gives $\sigma(y)\ge\sigma(x)-G(y-x)$ for $y>x$. Together,

$$\sigma(x)(L-x)-\frac{G(L-x)^2}2\le0\quad\Rightarrow\quad\sigma(x,t)\le\frac{G(L-x)}2.$$

The same argument on the cathode side, where $\int_0^x\sigma\,dy\ge0$, gives $\sigma(x,t)\ge-Gx/2$. Thus no point ever exceeds the final end stress $GL/2$ in magnitude. An interior point may, however, exceed its own final value.

## A copper line in numbers

The parameters are rough values for a copper test at 573 K: $L=20$ µm, $j=1$ MA/cm², $Z=1$, $\rho=4$ µΩ cm, $\Omega=1.18\times10^{-29}$ m³ and $B=28$ GPa. A bamboo segment with $D=10^{-13}$ cm²/s fills the first 8 µm, and a polygranular segment with $D=10^{-12}$ cm²/s fills the rest. These give $G=5.43$ MPa/µm, $\kappa=1.50$ and 15.0 µm²/h, and a final end stress of $5.43\times10=54.3$ MPa.

At 0.2 h the step formula gives $2(5.43)(3.88-1.23)\sqrt{0.2/\pi}=7.27$ MPa at the junction, in agreement with the numerical solution. The junction then peaks at 20.7 MPa after 3.4 h, nearly twice its final $5.43\times2=10.9$ MPa. The bound there is $5.43\times12/2=32.6$ MPa, the value the fast segment would reach if the slow one passed no atoms.

| Stress at 0, 8 and 20 µm (MPa) | 1 h | 10 h | 300 h |
|---|---|---|---|
| two segments | 7.5, 15.8, −23.4 | 29.1, 17.4, −44.1 | 54.3, 10.9, −54.3 |
| all fast | 23.8, 1.6, −23.8 | 53.2, 10.5, −53.2 | 54.3, 10.9, −54.3 |

The integral of $x(L-x)$ is 469 µm³ over the slow segment and 864 µm³ over the fast one, so

$$\tau=\frac{469/1.504+864/15.04}{40}\approx9.2\ \text{h}.$$

The slow 40 % of the length supplies about 84 % of the delay. An all-fast line has $\tau=2.2$ h. In both, the metal displaced past mid-line is $GL^2/8B=9.7$ nm.

## Where real lines depart from this

One assumption that can fail is uniform $Z$. If parallel paths $p$, such as grain boundaries and interfaces, contribute $D_p$ to the total, their wind fluxes add as $D_pZ_p$, and the effective charge is $\sum D_pZ_p/\sum D_p$. A change of microstructure can therefore change $D$ and $Z$ together. The final slope is then $-G(x)$, and zero mean stress gives $\sigma(0)=\frac1L\int_0^LG(y)(L-y)\,dy$. A 20 % larger $Z$ in the slow segment raises the final cathode stress from 54.3 to 61.3 MPa. The slope depends on the product $Z\rho j$, so a change of resistivity acts likewise. A change of cross-section $A$ alters the slope through $j$, but it also changes the conserved quantity to $\int A\sigma\,dx$.

A varying $B$ keeps the slope but changes the conserved quantity to $\int\sigma/B\,dx$. A slow segment 10 % stiffer gives 55.5 MPa. If $D$ is zero in a segment, the argument fails, since zero flux no longer requires zero force there.

Other effects are small in this example. Stress changes $D$ by about 8 % at the ends if $D\propto e^{\Omega\sigma/kT}$; this shifts the junction stress at 1 h by 0.02 MPa, shifts the stress anywhere in the line by at most about 0.5 MPa during the transient, and leaves the final profile alone. Joule heating, for a line 0.2 µm high over 1 µm of oxide conducting 1 W/(m K), is about 0.8 K. Were all of that to appear as a difference along the line, thermomigration with a heat of transport of 0.1 eV would change the end-to-end stress difference by about 2 MPa.

Temperature of use matters more. Cooling to 378 K from a stress-free state at 573 K, with a linear thermal mismatch $\Delta\alpha=1.4\times10^{-5}$ per K in all three directions and the same effective modulus $B$, adds $3B\,\Delta\alpha\,\Delta T\approx230$ MPa of tension. A flaw of radius $r=10$ nm with surface energy $\gamma=1.5$ J/m² opens at about $2\gamma/r=300$ MPa. With $G$ held at its test value, the sum of about 280 MPa leaves a margin smaller than the uncertainty of these estimates. With an activation energy of 0.9 eV in both segments, $\kappa$ falls by a factor of about 8000, and $\tau$ becomes about 8 years, or about 5 years if the cooling tension raises $D$ as $e^{\Omega\sigma/kT}$. Such a line may spend its service life in the transient, where microstructure does matter.

## What to do about it

- **Screening for voids.** Where the assumptions above hold, compare $\sigma_0+GL/2$ with the voiding stress, $\sigma_0$ being the uniform initial stress. No diffusivity map is needed, and the criterion covers the transient too. It requires a uniform cross-section. A wide section at the anode end can push the cathode above $GL/2$, even with $G$ taken from the narrow part. If the last 4 µm of the example line are ten times wider, zero $\int A\sigma\,dx$ gives a final cathode stress of 75 MPa instead of 54 MPa.
- **Weak interior sites.** At a site with a lower voiding stress, use $\sigma_0+G(L-x)/2$, not the final local stress, because of the overshoot.
- **Length of tests.** Estimate $\tau$ from the slowest plausible segments. The two-segment line needs 30 h, about $3\tau$, for its cathode to reach 90 % of the final stress. The multiple depends on the layout: with the slow segment at the anode end instead, $\tau$ is the same but the cathode needs only 18 h.
- **Reading a discrepancy.** If lines of different microstructure seem to settle at different profiles, check first that they have settled, then look for differences in $Z\rho j$, $B$ or initial stress. Different positive diffusivities alone cannot produce it in this model.

The numerical output below lists the remaining values.

## Computed results

```
T = 573 K, L = 20 um, slow segment 0 to 8 um
j = 1.0 MA/cm2, Z = 1.0, rho = 4.0 uohm cm
Omega = 1.18e-29 m3, B = 28 GPa
D slow, fast = 1e-13, 1e-12 cm2/s
B*Omega/(kT) = 41.76
kappa slow, fast = 1.504, 15.04 um2/h
G = 5.431 MPa/um, j*L = 2000 A/cm
final end stress G*L/2 = 54.31 MPa
early time = 0.2 h, two-segment line:
 step: solver 7.265, formula 7.266 MPa
 cathode: solver 3.359, formula 3.361 MPa
stress in MPa at x = 0, 8, 20 um
 two-segment, 1 h: 7.51, 15.79, -23.35
 two-segment, 10 h: 29.05, 17.39, -44.10
 two-segment, 300 h: 54.31, 10.86, -54.31
 all fast, 1 h: 23.76, 1.61, -23.76
 all fast, 10 h: 53.23, 10.53, -53.23
 all fast, 300 h: 54.31, 10.86, -54.31
 all slow, 1 h: 7.51, 0.00, -7.51
 all slow, 10 h: 23.76, 1.61, -23.76
 all slow, 300 h: 54.31, 10.86, -54.31
peak at 8 um = 20.71 MPa at 3.40 h
final value at 8 um = 10.86 MPa
fast segment alone, at 8 um: 32.59 MPa
mean delay; cathode 90% time; metal passed mid-line
 two-segment: 9.24 h; 29.56 h; 9.698 nm
 all fast: 2.22 h; 5.64 h; 9.698 nm
 all slow: 22.17 h; 56.41 h; 9.698 nm
largest |stress|/(G*L/2), 20 random maps = 1.000000
Z x 1.2 in slow part: final cathode 61.26 MPa
B x 1.1 in slow part: final cathode 55.54 MPa
Omega*s_end/(kT) = 0.0810
stress-dependent D: shift at 8 um, 1 h = 0.018 MPa
heating inputs: height 0.2 um, oxide 1 um,
 oxide conductivity 1.0 W/(m K)
Joule heating = 0.80 K, D rises by 2.6 %
thermomigration (Q = 0.1 eV) <= about 1.90 MPa
vacancy/lattice storage (Ef = 1.2 eV) = 1.2e-09
flaw: gamma 1.5 J/m2, radius 10 nm
 voiding threshold = 300 MPa
cooling to 378 K, mismatch 1.4e-05 /K: 229 MPa
slowdown at 378 K (Ea = 0.9 eV) = 8.00e+03
two-segment delay there = 8.4 years
```
